# The Nested-Commutator Expansion of a Similarity-Transformed Hamiltonian

Take a Hamiltonian with two basis states, $|0\rangle$ and $|1\rangle$, and a matrix $T$ that turns the first state into a multiple of the second:

$$
H=\begin{pmatrix}0&0.75\\0.75&2\end{pmatrix}\ \text{hartree},\qquad
T=\begin{pmatrix}0&0\\-1/3&0\end{pmatrix}.
$$

Add to $H$ its commutator with $T$, and then half of that commutator's own commutator with $T$. The sum of these three matrices has $-0.25$ hartree in its upper left corner and zero below it, and $-0.25$ hartree is the lower eigenvalue of $H$. No further terms are needed. If $T$ is replaced by the generator of a rotation through 0.5 rad, the same recipe carried to the eighth commutator still misses its limit by about $3\times10^{-6}$ hartree. Two things need explaining: what the sum of commutators represents, and why it stops in one case and not in the other.

The sum represents the similarity-transformed Hamiltonian

$$
\bar H=e^{-T}He^{T},
$$

the central object of coupled-cluster theory. Here $H$ and $T$ are square complex matrices of the same finite size, as they are when a molecule is described with a finite set of orbitals. Neither has to be Hermitian, and $T$ does not have to be small. The exponential is defined by its power series, which converges for every finite matrix. The commutator is $[A,B]=AB-BA$, and the nested commutators are defined by

$$
C_0=H,\qquad C_{n+1}=[C_n,T]=C_nT-TC_n .
$$

The statement to be derived is

$$
e^{-T}He^{T}=\sum_{n=0}^{\infty}\frac{C_n}{n!}
=H+[H,T]+\tfrac12[[H,T],T]+\dots
$$

The derivation introduces a real number $x$ that switches the transformation on gradually:

$$
F(x)=e^{-xT}He^{xT},\qquad F(0)=H,\qquad F(1)=\bar H .
$$

To differentiate $F$ we need the derivative of the exponential. Term by term,

$$
\frac{d}{dx}e^{xT}=\frac{d}{dx}\sum_{k=0}^\infty\frac{x^kT^k}{k!}
=\sum_{k=1}^\infty\frac{x^{k-1}T^k}{(k-1)!}=Te^{xT}=e^{xT}T .
$$

The factor $T$ may stand on either side because $T$ commutes with its own powers. Replacing $T$ by $-T$ gives $d(e^{-xT})/dx=-e^{-xT}T$. One consequence is that $e^{-xT}e^{xT}$ has the derivative $-e^{-xT}Te^{xT}+e^{-xT}Te^{xT}=0$. It therefore keeps its value at $x=0$, the unit matrix $I$, so $e^{-T}$ is the inverse of $e^{T}$. If $H\psi=E\psi$, then $\bar H(e^{-T}\psi)=e^{-T}H\psi=E(e^{-T}\psi)$. The transformation changes the eigenvectors and leaves the eigenvalues alone.

The product rule holds for matrices as long as the order of the factors is kept. The matrix $H$ does not depend on $x$, so there are two terms:

$$
F'(x)=-e^{-xT}THe^{xT}+e^{-xT}HTe^{xT}
=e^{-xT}[H,T]e^{xT}.
$$

In the first term $T$ was placed to the right of $e^{-xT}$, in the second to the left of $e^{xT}$, so that both stand next to $H$. The result has the same form as $F$, with $H$ replaced by $[H,T]$. Nothing in the calculation used a special property of $H$, so it can be repeated with any constant matrix in the middle. If $F^{(n)}(x)=e^{-xT}C_ne^{xT}$ for some $n$, one more differentiation gives

$$
F^{(n+1)}(x)=e^{-xT}[C_n,T]e^{xT}=e^{-xT}C_{n+1}e^{xT}.
$$

The formula holds for $n=0$ by definition, and hence for every $n$. At $x=0$ both exponentials are $I$, so $F^{(n)}(0)=C_n$. The nested commutators are the Taylor coefficients of $F$, apart from the factor $1/n!$.

It remains to show that the Taylor series reaches $F(1)$. Define

$$
R_N=\int_0^1\frac{(1-x)^N}{N!}F^{(N+1)}(x)\,dx .
$$

For $N=0$ this is $\int_0^1F'(x)\,dx=F(1)-F(0)$, so $F(1)=C_0+R_0$. Now integrate by parts, using the fact that $(1-x)^N/N!$ is the derivative of $-(1-x)^{N+1}/(N+1)!$:

$$
R_N=\left[-\frac{(1-x)^{N+1}}{(N+1)!}F^{(N+1)}(x)\right]_0^1
+\int_0^1\frac{(1-x)^{N+1}}{(N+1)!}F^{(N+2)}(x)\,dx
=\frac{C_{N+1}}{(N+1)!}+R_{N+1}.
$$

The bracket vanishes at $x=1$, and subtracting its value at $x=0$ gives the positive sign. Each integration by parts releases one more term of the series, so

$$
\bar H=\sum_{n=0}^{N}\frac{C_n}{n!}+R_N,\qquad
R_N=\int_0^1\frac{(1-x)^N}{N!}\,e^{-xT}C_{N+1}e^{xT}dx .
$$

The size of $R_N$ can be bounded with the spectral norm $\|A\|$, the largest factor by which $A$ stretches a vector. It obeys $\|A+B\|\le\|A\|+\|B\|$ and $\|AB\|\le\|A\|\,\|B\|$. A commutator has two terms, so $\|C_{n+1}\|\le2\|T\|\,\|C_n\|$, and therefore $\|C_n\|\le(2\|T\|)^n\|H\|$. The power series gives $\|e^{\pm xT}\|\le e^{x\|T\|}$, and for $0\le x\le1$ the two exponentials together contribute at most $e^{2\|T\|}$. The remaining integral of $(1-x)^N/N!$ is $1/(N+1)!$. Hence

$$
\|R_N\|\le\|H\|\,e^{2\|T\|}\,\frac{(2\|T\|)^{N+1}}{(N+1)!}.
$$

When $N$ grows by one, the right side is multiplied by $2\|T\|/(N+2)$, which tends to zero. The bound therefore tends to zero for any $T$, and the expansion is proved. A large $T$ can delay the convergence but cannot prevent it. The argument does need finite norms; for an operator of unbounded norm in an infinite-dimensional space it proves nothing.

The signs follow from the order of the exponentials. For $e^{T}He^{-T}$ one replaces $T$ by $-T$, which multiplies $C_n$ by $(-1)^n$, and the series begins $H-[H,T]+\tfrac12[[H,T],T]$.

Writing out the commutators shows when the series can stop. The second one is

$$
C_2=(HT-TH)T-T(HT-TH)=HT^2-2THT+T^2H,
$$

and the general pattern is

$$
C_n=\sum_{k=0}^n(-1)^k\binom nk T^kHT^{n-k}.
$$

To prove it by induction, form $C_nT-TC_n$ and collect the terms with $k$ factors of $T$ on the left. The first product supplies $(-1)^k\binom nk$. The second supplies $-(-1)^{k-1}\binom n{k-1}=(-1)^k\binom n{k-1}$. Their sum is $(-1)^k\binom{n+1}k$ by Pascal's rule, as required.

Suppose now that $T^m=0$ for some $m$. A term survives only if $k\le m-1$ and $n-k\le m-1$, and adding these conditions gives $n\le2m-2$. All later commutators vanish.

This settles the first example. Let the model be

$$
H=\begin{pmatrix}0&g\\g&D\end{pmatrix},\qquad
T=\begin{pmatrix}0&0\\t&0\end{pmatrix},
$$

with $D=2$ hartree and $g=0.75$ hartree. The state $|0\rangle$ plays the part of a reference configuration and $|1\rangle$ that of an excited one, and $T$ excites with amplitude $t$. There is nothing above $|1\rangle$ to excite to, so $T^2=0$, $m=2$, and the last commutator is $C_2$. Multiplying out,

$$
HT=\begin{pmatrix}gt&0\\Dt&0\end{pmatrix},\quad
TH=\begin{pmatrix}0&0\\0&gt\end{pmatrix},\quad
C_1=\begin{pmatrix}gt&0\\Dt&-gt\end{pmatrix}.
$$

With $T^2=0$ the second commutator reduces to $-2THT$. Multiplying $TH$ by $T$ leaves one element, $gt^2$ in the lower left corner, so $C_2/2$ has $-gt^2$ there and zeros elsewhere. The sum is

$$
\bar H=\begin{pmatrix}gt&g\\g+Dt-gt^2&D-gt\end{pmatrix}.
$$

The amplitude is fixed by requiring the lower left element to vanish, so that $\bar H$ no longer couples the reference to the excited state:

$$
g+Dt-gt^2=0,\qquad
t=\frac{D\pm\sqrt{D^2+4g^2}}{2g}=\frac{2\pm2.5}{1.5}.
$$

The roots are $t=3$ and $t=-1/3$. With the lower left element gone, $\bar H$ is triangular and its eigenvalues are its diagonal elements. They are also the eigenvalues of $H$, because the transformation preserves them. For $t=-1/3$ the three contributions to the lower left element are $0.75-0.6667-0.0833=0$, and

$$
\bar H=\begin{pmatrix}-0.25&0.75\\0&2.25\end{pmatrix}\ \text{hartree}.
$$

The lower energy is $gt=-0.25$ hartree, or $-6.80$ eV. The other root gives $gt=2.25$ hartree, the upper eigenvalue, so the amplitude equation has one solution for each state. The energy $gt$ belongs to the vector $e^T|0\rangle=|0\rangle+t|1\rangle$, since $\bar H|0\rangle=gt|0\rangle$ implies $He^T|0\rangle=gt\,e^T|0\rangle$.

The second commutator is what makes the amplitude equation quadratic. Without it we would have $t=-g/D$ and the energy $-g^2/D$, the second-order perturbation result, which is good when $g$ is small compared with $D$. Note also that at either root $\bar H$ is not symmetric although $H$ is. Its inverse factor $e^{-T}$ is not the adjoint of $e^{T}$, and the element $g$ in the upper right corner remains.

For the second example keep the same $H$ and take

$$
T=\theta\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad\theta=0.5 .
$$

This $T$ excites and de-excites, and $T^2=-\theta^2I$ is not zero. Split off the average of the diagonal by writing $H=\tfrac D2I+K$. The unit matrix commutes with $T$, so $K$ alone determines the commutators. In hartree,

$$
K=\begin{pmatrix}-1&0.75\\0.75&1\end{pmatrix},\quad
C_1=\begin{pmatrix}0.75&1\\1&-0.75\end{pmatrix},\quad
C_2=\begin{pmatrix}1&-0.75\\-0.75&-1\end{pmatrix}.
$$

Thus $C_2=-K$. For general $\theta$ each commutator brings one factor of $\theta$, and the relation becomes $C_2=-4\theta^2K$. Taking further commutators repeats the pattern: $C_3=-4\theta^2C_1$, $C_4=(4\theta^2)^2K$, and so on. The even terms add up to a cosine and the odd terms to a sine:

$$
\bar H=\tfrac D2I+\cos(2\theta)\,K+\frac{\sin(2\theta)}{2\theta}\,C_1 .
$$

With $2\theta=1$ the upper left element is $1-\cos1+0.75\sin1=1.0908$ hartree. The series approaches it as $0+0.75+\tfrac12-\tfrac{0.75}{6}-\tfrac1{24}+\dots$. The table gives the partial sum through $C_N/N!$ for this element, the spectral norm of the difference between $\bar H$ and the partial-sum matrix, and the bound derived above, all in hartree.

| $N$ | upper left | error | bound |
|---|---|---|---|
| 0 | 0.0000 | 1.2 | 6.1 |
| 2 | 1.2500 | 0.20 | 1.0 |
| 4 | 1.0833 | 0.010 | 0.051 |
| 6 | 1.0910 | $2.5\times10^{-4}$ | $1.2\times10^{-3}$ |
| 8 | 1.0908 | $3.4\times10^{-6}$ | $1.7\times10^{-5}$ |

The bound is about five times the error, and the reason can be traced. It uses $\|H\|=2.25$ hartree and allows a factor $e^{2\|T\|}=e$ for the exponentials. Here, however, the exponentials are rotations, which stretch nothing. Moreover, every $C_n$ with $n\ge1$ is $\pm K$ or $\pm C_1$, whose norm is $\sqrt{1^2+0.75^2}=1.25$ hartree. The remainder integral is then at most $1.25/(N+1)!$ hartree, smaller than the general bound by the factor $2.25e/1.25\approx4.9$. This sharper bound is also nearly reached. The omitted terms add up to $aK+bC_1$ with real $a$ and $b$. Multiplying out shows that $KC_1+C_1K=0$ and $K^2=C_1^2=1.25^2I$, so the norm of this symmetric matrix is $1.25\sqrt{a^2+b^2}$. One of the two coefficients has the magnitude $1/(N+1)!-1/(N+3)!+\dots$, an alternating series of decreasing terms, so the error is at least $1.25/(N+1)!$ times $1-1/[(N+2)(N+3)]$. At $N=8$ the sharper bound is $1.25/9!=3.4\times10^{-6}$ hartree, the same as the error to two figures.

A series of this kind cannot stop unless $H$ commutes with $T$. The matrix $T$ is anti-Hermitian, $T^\dagger=-T$, and such a matrix has a complete orthonormal set of eigenvectors. In that basis, with eigenvalues $\lambda_j$, each commutator multiplies the element $H_{jk}$ by $\lambda_k-\lambda_j$, so

$$
(C_n)_{jk}=(\lambda_k-\lambda_j)^nH_{jk}.
$$

If this vanishes for all $j,k$ at some $n\ge1$, it vanishes already at $n=1$. With an anti-Hermitian exponent, either $H$ commutes with $T$ or the series is infinite.

For many electrons, coupled-cluster theory uses a pure excitation operator, and the series then has a second reason to stop, set by the form of $H$ and independent of $m$; for pair interactions it is the stronger limit whenever $2m-2>4$. Let $a_p^\dagger$ create and $a_p$ annihilate an electron in spin orbital $p$, with

$$
a_pa_q^\dagger+a_q^\dagger a_p=\delta_{pq},\qquad
a_pa_q+a_qa_p=0,\qquad a_p^\dagger a_q^\dagger+a_q^\dagger a_p^\dagger=0 .
$$

Choose a reference determinant. Its occupied orbitals are labelled $i,j$, and the empty, or virtual, ones $a,b$. A single excitation is $t_i^a\,a_a^\dagger a_i$; higher ones contain more creators of virtual orbitals and equally many annihilators of occupied ones. Call the operators $a_a^\dagger$ and $a_i$ the excitation factors. Any two of them anticommute, because no orbital is both occupied and virtual. Each term of $T$ is a product of an even number of excitation factors.

Consider the commutator of a single creator or annihilator $q$ with one such product $s_1s_2\cdots s_{2r}$. Moving $q$ from the left end to the right end changes the sign at each step and leaves an anticommutator behind:

$$
[q,s_1\cdots s_{2r}]=\sum_{l=1}^{2r}(-1)^{l-1}(qs_l+s_lq)\,
s_1\cdots s_{l-1}s_{l+1}\cdots s_{2r}.
$$

The $2r$ sign changes cancel in the term where $q$ has passed all factors, and this is the term that the commutator subtracts. If $q$ is itself an excitation factor, all the anticommutators vanish and so does the commutator. If $q$ is $a_b$ or $a_j^\dagger$, its anticommutator with each $s_l$ is 0 or 1, and what remains is a sum of products of $2r-1$ excitation factors. These commute with $T$, since every term of $T$ has an even number of factors to pass. In both cases

$$
[[q,T],T]=0 .
$$

The Hamiltonian is a sum of products of such operators $q$. A one-body term $a_p^\dagger a_q$ has two factors, and the two-body electron repulsion has terms $a_p^\dagger a_q^\dagger a_sa_r$ with four. For a product,

$$
[AB,T]=A(BT-TB)+(AT-TA)B=A[B,T]+[A,T]B ,
$$

so a commutator acts on the factors one at a time, like a derivative. The $n$-fold commutator of a product is a sum over all ways of distributing $n$ commutators among its factors, and any way that hits a factor twice gives zero. A $k$-body term has $2k$ factors, so $C_n=0$ for $n>2k$. For electrons with pair interactions this means

$$
\bar H=H+C_1+\tfrac12C_2+\tfrac16C_3+\tfrac1{24}C_4 ,
$$

without approximation, whatever excitation ranks $T$ contains. The coupled-cluster amplitude equations, which set chosen elements of $\bar H$ to zero, are therefore polynomials of at most fourth degree in the amplitudes. Leaving higher excitations out of $T$ is an approximation to the wave function and does not affect this identity.

A model with three occupied and three virtual spin orbitals separates this reason for stopping from the earlier one. Each orbital is empty or filled, so the matrices have $2^6=64$ rows. Four factors of $T$ would have to empty at least four occupied orbitals, and there are three; hence $T^4=0$, while $T^3$ need not vanish. This alone permits commutators up to $n=6$. Now let $T$ contain single, double and triple excitations with small integer amplitudes, and let $H$ be Hermitian with one- and two-body terms whose coefficients are random small integers. Integer arithmetic has no rounding, so a computed zero is a true zero. The largest absolute elements of $C_0$ to $C_5$ are 14, 63, 264, 276, 768 and 0. The two-body form of $H$ ends the series at $n=4$, two steps before $T^4=0$ would. With the one-body part alone, the elements of $C_0$ to $C_3$ are at most 20, 33, 160 and 0. A three-body operator would be allowed to reach $n=6$, which in this small model is also the limit set by $T^4=0$.

The proof rests on all factors of $T$ anticommuting with one another. A pure de-excitation operator such as $T^\dagger$ meets this condition as well. Adding to $T$ a term that moves an electron between two occupied orbitals, or between two virtual ones, breaks it, and so does mixing excitations with de-excitations. If $T$ is replaced by $T-T^\dagger$ in the same model, the exponent contains $a_i^\dagger a_a$ beside $a_a^\dagger a_i$, and its factors no longer all anticommute. The largest element of $C_5$ for the two-body $H$ is then about $8\times10^5$ instead of zero. Since $T-T^\dagger$ is anti-Hermitian, the earlier argument applies and the series has no last term. The transformation is now unitary and keeps $\bar H$ Hermitian, as the rotation did for two states. The excitation operator gives up that symmetry and obtains a finite expansion.
